# A Conservative Implicit Finite-Volume Scheme for Korhonen's Electromigration Equation

## Two faults of simple schemes

Consider a metal line 100 µm long, divided into 50 cells, in which an electric current builds up stress over hours. With the parameters used below, explicit time stepping by forward Euler allows a step of at most 13.8 s. If the step is raised to 276 s, the computed stress reaches about $10^{38}$ MPa after 25 steps, where the true value is near 140 MPa.

A second fault is less visible. If the diffusivity varies along the line and the product rule is applied before the equation is discretized, the sealed line can gain or lose atoms in the computation although none can enter or leave. In a graded line treated below the error is about $2\times10^4$ atoms. This is small beside the number of atoms moved, but no improvement of the linear solver removes it; only a finer mesh reduces it.

An implicit scheme built on shared face fluxes cures both faults. It does not make a large step accurate, so its error has to be analysed separately.

## The equation and its atom count

Let $\sigma(x,t)$ be the stress, positive in tension, on $0\le x\le L$. Electrons enter at the cathode end $x=0$ and push atoms towards $+x$ with a force $F=e|Z^*|\varrho j$ per atom, where $|Z^*|$ is the magnitude of the effective charge number, $\varrho$ the resistivity and $j$ the magnitude of the current density. Tension lowers the chemical potential of an atom of volume $\Omega$, so $\mu=\mu_0-\Omega\sigma$. The atom flux is mobility times concentration times total force. With concentration $1/\Omega$ to leading order in strain,

$$J=\frac{D}{\Omega kT}\left(F-\frac{\partial\mu}{\partial x}\right)=\frac{D}{\Omega kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).$$

Removing atoms from a confined line puts it in tension. For an effective modulus $B$ the linearized concentration is $C=(1-\sigma/B)/\Omega$. Inserting this in $\partial C/\partial t=-\partial J/\partial x$ gives $-(1/\Omega B)\,\partial\sigma/\partial t=-\partial J/\partial x$, hence

$$\frac{\partial\sigma}{\partial t}=\frac{\partial q}{\partial x},\qquad q=B\Omega J=\kappa\left(\frac{\partial\sigma}{\partial x}+G\right),\qquad \kappa=\frac{DB\Omega}{kT},\quad G=\frac F\Omega .\tag{1}$$

This is Korhonen's equation. The sign deserves attention: $q$ points the same way as the atom flux, yet $\sigma$ grows where $q$ increases with $x$, because more atoms then leave than arrive.

We take $B,\Omega,T,G$ and the cross-section $A$ constant, the strain $|\sigma|/B$ small, the initial stress zero, and both ends blocked, so $q=0$ there. The diffusivity may vary along the line. The atom count in this linearized model is

$$N_{\rm at}=\frac A\Omega\int_0^L\left(1-\frac\sigma B\right)dx .$$

Conserving atoms therefore means conserving $\int\sigma\,dx$.

## Discretization

Divide the line into $N$ cells of width $h_i$ with centres $x_i$, and let $\sigma_i$ be the stress in cell $i$. Integrating (1) over the cell gives

$$h_i\frac{d\sigma_i}{dt}=q_{i+1/2}-q_{i-1/2},\qquad q_{1/2}=q_{N+1/2}=0.\tag{2}$$

To find the face flux, let $\kappa_i$ be constant in each cell and let $\sigma_f$ be the stress at the face between cells $i$ and $i+1$. Stress and flux are continuous there. With a linear profile in each half cell, $q=\kappa(\sigma'+G)$ gives

$$\sigma_f-\sigma_i=\frac{h_i}2\left(\frac q{\kappa_i}-G\right),\qquad \sigma_{i+1}-\sigma_f=\frac{h_{i+1}}2\left(\frac q{\kappa_{i+1}}-G\right).$$

Adding the two eliminates $\sigma_f$:

$$q_{i+1/2}=K_{i+1/2}\left(\sigma_{i+1}-\sigma_i+g_{i+1/2}\right),\quad \frac1{K_{i+1/2}}=\frac{h_i}{2\kappa_i}+\frac{h_{i+1}}{2\kappa_{i+1}},\quad g_{i+1/2}=G\,\frac{h_i+h_{i+1}}2 .\tag{3}$$

The half cells act as resistances in series, so a slow cell limits the flux even beside a fast one.

Backward Euler evaluates the fluxes at the new time. Write $a_i=\Delta t\,K_{i-1/2}$ and $b_i=\Delta t\,K_{i+1/2}$, with $a_1=b_N=0$ at the walls. Collecting the new stresses on the left gives

$$-a_i\sigma_{i-1}^{n+1}+(h_i+a_i+b_i)\sigma_i^{n+1}-b_i\sigma_{i+1}^{n+1}=r_i,\tag{4}$$

$$r_i=h_i\sigma_i^n+b_ig_{i+1/2}-a_ig_{i-1/2}.$$

**Algorithm for one step.** Going from $i=1$ to $N$, compute

$$d_i=h_i+b_i+a_i(1-u_{i-1}),\qquad u_i=\frac{b_i}{d_i},\qquad \rho_i=\frac{r_i+a_i\rho_{i-1}}{d_i}.$$

Then set $\sigma_N=\rho_N$ and go back with $\sigma_i=\rho_i+u_i\sigma_{i+1}$. The formulas follow from putting $\sigma_{i-1}=\rho_{i-1}+u_{i-1}\sigma_i$ into (4). No pivoting is needed: if $0\le u_{i-1}<1$, then $d_i\ge h_i+b_i>b_i$, so $0\le u_i<1$ as well, and the first row starts the induction because $a_1=0$. The work is proportional to $N$.

## Conservation

Sum the discrete balance over all cells:

$$\sum_i h_i(\sigma_i^{n+1}-\sigma_i^n)=\Delta t\sum_i(q_{i+1/2}-q_{i-1/2})=\Delta t\,(q_{N+1/2}-q_{1/2})=0.\tag{5}$$

Each interior flux occurs twice with opposite signs. The result holds for any step, mesh and face mobilities, provided that both neighbours use the same face flux. In rational arithmetic, with six unequal cells and very large steps, the sum changed by 0.

Two practical errors remain. If the linear system is solved inexactly, with residual $\epsilon_i$ in row $i$, the same summation gives $\sum_i h_i(\sigma_i^{n+1}-\sigma_i^n)=\sum_i\epsilon_i$: the solver tolerance becomes an atom error. In floating point, $h_i$ is added to the much larger $a_i+b_i$ when the step is large, and its last digits are lost. In double precision the relative damage to $h_i$ is of order $10^{-16}\kappa\Delta t/h^2$.

Now consider the expanded form $\kappa\sigma''+\kappa'(\sigma'+G)$ on a uniform mesh. Let $w_f$ be the centred value of $\sigma'+G$ at a face, zero at the walls. The rate in cell $i$ is $\kappa_i(w_{i+1/2}-w_{i-1/2})/h+\kappa_i'(w_{i+1/2}+w_{i-1/2})/2$. Multiplying by $h$, summing over cells and collecting the two terms that contain each face gives

$$\frac d{dt}\sum_i h\sigma_i=\sum_{i=1}^{N-1}w_{i+1/2}\left[\frac h2(\kappa_i'+\kappa_{i+1}')-(\kappa_{i+1}-\kappa_i)\right].$$

The bracket is the trapezoidal error in integrating $\kappa'$ between two centres, $h^3\kappa'''/12$ to leading order. It does not vanish in general, so atoms are created or destroyed at a rate set by the mesh.

## Stability for every time step

The steady profile has zero flux at every face. By (3) this requires $s_{i+1}-s_i=-g_{i+1/2}$. Since neighbouring centres are $(h_i+h_{i+1})/2$ apart, the solution with $\sum_ih_is_i=0$ is

$$s_i=G\left(\frac L2-x_i\right),$$

whatever the mobilities. Subtract it and write $e_i=\sigma_i-s_i$. The wind terms cancel, and with $M={\rm diag}(h_i)$ the scheme becomes

$$(M+\Delta t\,S)\,e^{n+1}=Me^n,\qquad (Se)_i=K_{i-1/2}(e_i-e_{i-1})-K_{i+1/2}(e_{i+1}-e_i).\tag{6}$$

In $e^TSe$ each face contributes $-K(e_{i+1}-e_i)e_i$ from its left cell and $+K(e_{i+1}-e_i)e_{i+1}$ from its right cell. Hence $e^TSe=\sum K_{i+1/2}(e_{i+1}-e_i)^2\ge0$. Let $\|e\|^2=\sum_ih_ie_i^2$. Multiplying (6) by $(e^{n+1})^T$ and applying the Cauchy–Schwarz inequality on the right gives

$$\|e^{n+1}\|^2+\Delta t\,(e^{n+1})^TSe^{n+1}=\sum_ih_ie_i^{n+1}e_i^n\le\|e^{n+1}\|\,\|e^n\|.$$

Dropping the nonnegative second term leaves $\|e^{n+1}\|\le\|e^n\|$ for every $\Delta t>0$. As $\Delta t\to\infty$, (6) forces $Se^{n+1}=0$, so $e^{n+1}$ is constant; conservation makes that constant zero. In exact arithmetic a very large step thus lands on the steady profile; in double precision the rounding of $h_i$ described above spoils this once $\kappa\Delta t/h^2$ approaches $10^{16}$.

The elimination yields a stronger property. Applied to (6), it has right-hand side $h_ie_i^n$ and nonnegative coefficients, so nonnegative data give a nonnegative result. A constant $e$ is unchanged because $S$ annihilates it. Each new $e_i$ is therefore a weighted average of the old ones, so $e$ stays between its old smallest and largest values. The stress itself may leave its old range, since the wind drives it.

Crank–Nicolson, which averages old and new fluxes, also conserves atoms and is stable in this norm, but has the averaging property only for small steps. If $P(\Delta t)=(M+\Delta tS)^{-1}M$ is the backward-Euler propagator, then

$$P_{\rm CN}(\Delta t)=\left(M+\tfrac{\Delta t}2S\right)^{-1}\left[2M-\left(M+\tfrac{\Delta t}2S\right)\right]=2P(\Delta t/2)-I .$$

Both matrices are symmetric in the inner product $\sum_ih_ie_ie_i'$. The eigenvalues of $P$ lie above 0 and at most at 1, so those of $P_{\rm CN}$ lie between $-1$ and 1, which gives the stability. Far from the walls of a uniform mesh, with $r=\kappa\Delta t/(2h^2)$ for the half step, the diagonal entry of $P(\Delta t/2)$ is

$$\frac1{2\pi}\int_{-\pi}^{\pi}\frac{d\theta}{1+2r(1-\cos\theta)}=\frac1{\sqrt{1+4r}} .$$

In the example $r=5$, so the diagonal of $P_{\rm CN}$ is $2/\sqrt{21}-1=-0.564$, the value found numerically. An excess of stress confined to one such cell changes sign there in one step; this happens whenever $r>3/4$.

## The explicit limit

On a uniform mesh with constant $\kappa$, try $e_i=\cos[\theta_k(i-\tfrac12)]$ with $\theta_k=k\pi/N$. This mode has equal values on the two sides of each wall, as zero flux requires. Since $e_{i+1}+e_{i-1}=2\cos\theta_k\,e_i$, its decay rate is

$$\lambda_k=\frac{2\kappa}{h^2}(1-\cos\theta_k)=\frac{4\kappa}{h^2}\sin^2\frac{k\pi}{2N},\qquad k=0,\dots,N-1.$$

Forward Euler multiplies the mode by $1-\Delta t\lambda_k$. This stays within $[-1,1]$ for all modes if $\Delta t\le2/\lambda_{N-1}$, that is,

$$\Delta t\le\Delta t_{\rm ex}=\frac{h^2}{2\kappa\cos^2(\pi/2N)} .\tag{7}$$

Backward Euler multiplies it by $1/(1+\Delta t\lambda_k)$, which lies between 0 and 1 for $k\ge1$. The mode $k=0$ is the conserved sum and keeps the factor 1.

## Error analysis

For constant $\kappa$ the reference solution is the steady profile plus decaying cosines. Their coefficients follow from one integration by parts: for $n\ge1$,

$$2\int_0^1\left(\tfrac12-\xi\right)\cos n\pi\xi\,d\xi=\frac2{n\pi}\int_0^1\sin n\pi\xi\,d\xi=\frac{2(1-\cos n\pi)}{n^2\pi^2},$$

which is $4/(n^2\pi^2)$ for odd $n$ and zero for even $n$. Zero initial stress then requires

$$\sigma=GL\left[\frac12-\frac xL-\sum_{n\ \rm odd}\frac{4\cos(n\pi x/L)}{n^2\pi^2}e^{-n^2\pi^2\kappa t/L^2}\right].\tag{8}$$

**Time error.** After $m$ steps, with $t=m\Delta t$, a mode of rate $\lambda$ carries the factor

$$(1+\lambda\Delta t)^{-m}=e^{-m\ln(1+\lambda\Delta t)}\simeq e^{-\lambda t}\left(1+\tfrac12\lambda^2t\,\Delta t\right).\tag{9}$$

The numerical mode decays too slowly, so the cathode stress lags behind. The error is first order in $\Delta t$, and (9) requires $\lambda\Delta t\ll1$ and $\lambda^2t\Delta t\ll1$ for the modes that matter.

**Space error.** Zero wall flux means $\sigma'=-G$ at $x=0$, so the cathode stress is reconstructed as $\sigma_1+Gh/2$. This is exact for the steady profile. For the slowest mode put $\eta=h/L$ and $\lambda=\pi^2\kappa/L^2$. Three relative changes of order $\eta^2$ arise:

- The discrete rate is $\lambda(1-\pi^2\eta^2/12)$, which changes the decay factor by $+\lambda t\,\pi^2\eta^2/12$.
- The midpoint sum for the initial coefficient differs from the integral by $-\eta^2[f'(1)-f'(0)]/24$ with $f=(\frac12-\xi)\cos\pi\xi$. Here $f'(1)-f'(0)=2$, so the coefficient is $4/\pi^2-\eta^2/6$, a change of $-\pi^2\eta^2/24$.
- The mode is read at the first centre, where $\cos(\pi\eta/2)\simeq1-\pi^2\eta^2/8$.

Their sum is $\pi^2\eta^2(\lambda t/12-1/6)$.

**Early times.** While diffusion has not crossed the line, $w=\sigma'+G$ obeys the diffusion equation with $w=G$ initially and $w=0$ at the wall, so $w=G\,{\rm erf}(x/2\sqrt{\kappa t})$. Its wall slope is $G/\sqrt{\pi\kappa t}$, and integrating $\partial\sigma/\partial t=\kappa\,\partial w/\partial x$ gives $\sigma(0,t)=2G\sqrt{\kappa t/\pi}$. One backward-Euler step solves $\sigma=\kappa\Delta t\,\sigma''$ with $\sigma'(0)=-G$, whose decaying solution has $\sigma(0)=G\sqrt{\kappa\Delta t}$. The ratio is $\sqrt\pi/2=0.886$: if the mesh is fine enough to resolve the length $\sqrt{\kappa\Delta t}$, the first step is 11% low, however small $\Delta t$ is. Early stress history therefore needs several steps before the first time of interest, and cells narrower than $\sqrt{\kappa t}$ at that time; on a coarser mesh the term $Gh/2$ makes the reconstructed cathode stress too high.

## Worked example

The model line has round parameters: $L=100$ µm, $A=0.020$ µm², $T=600$ K, $D=10^{-15}$ m²/s, $B=100$ GPa, $\Omega=1.2\times10^{-29}$ m³, $|Z^*|=1$, $\varrho=3\times10^{-8}$ Ω m and $j=10^{10}$ A/m². Then $F=4.81\times10^{-17}$ N, and

$$G=\frac{4.8065\times10^{-17}}{1.2\times10^{-29}}\ {\rm Pa/m}=4.005\ {\rm MPa/µm},\qquad \kappa=1.449\times10^{-13}\ {\rm m^2/s}.$$

The diffusion time $L^2/\kappa$ is 69 030 s. We compute to one tenth of it, 6903 s or 1.92 h. With $h=2$ µm, (7) gives $\Delta t_{\rm ex}=13.82$ s, hence at least 500 explicit steps. We take 25 implicit steps of 276 s, each 19.98 times the limit.

The cathode stress is 138.6 MPa, against 139.8 MPa from (8); the steady value $GL/2$ is 200.3 MPa. The strain $\sigma/B$ stays near 0.2% or below, as the linearization requires. The line is a numerical test case: 600 K is an accelerated-test temperature, at which diffusion is far faster than in operation, and $jL=10^4$ A/cm exceeds the thresholds of a few thousand A/cm usually measured for short lines, so a real line would probably open a void before the steady state. Other step sizes give:

| Steps | $\Delta t/\Delta t_{\rm ex}$ | Error at cathode (MPa) |
|---:|---:|---:|
| 100 | 5.00 | −0.274 |
| 25 | 19.98 | −1.145 |
| 5 | 99.90 | −5.531 |

The analysis accounts for these errors. At the final time $\lambda t=0.1\pi^2=0.987$, and the slowest mode contributes $(4/\pi^2)(400.5\ {\rm MPa})e^{-0.987}=60.5$ MPa. For 100 steps $\lambda\Delta t=0.00987$, so (9) predicts a time error of $-60.5\times0.987\times0.00987/2=-0.295$ MPa. The space error, with $\eta=0.02$, is $+0.020$ MPa. Their sum, $-0.275$ MPa, agrees with the table. For 25 steps the same estimate gives $-1.16$ MPa; the small remainder comes from higher orders in $\Delta t$ and faster modes. Refining the mesh at 25 steps would thus gain nothing, since it removes only a small error of the opposite sign. In separate refinements, halving the time step divided the time error by 1.996, and halving the cell width divided the space error by 4.005.

The atoms moved across the midplane equal the deficit in the cathode half, $(A/\Omega B)\int_0^{L/2}\sigma\,dx$. The scheme gives $5.07\times10^7$, 1.2% below the series value $5.13\times10^7$. Integrating the atom flux of (8) through the midplane over time gives the series value again, which checks the link between $\kappa$ and the atom count. Of the line's $1.67\times10^{11}$ atoms, about 3 in 10 000 have crossed. The total count is in error by at most $1.7\times10^{-7}$ atoms, which is rounding. Conservation clearly says nothing about the 1.2% error in where the atoms are.

Explicit runs of 600 steps bracket the threshold: at 0.95 of the limit the peak stress is 144 MPa, at 1.05 it is $3\times10^{22}$ MPa. By contrast, 20 implicit steps at $10^4$ times the limit reach the steady profile with an atom error of $2.8\times10^{-6}$.

## Variable and stress-dependent diffusivity

The face law (3) can be tested on a line of unit length with $\kappa_1=1$ in the left half and $\kappa_2=10$ in the right. A mode of rate $\lambda$ is $\cos(x\sqrt{\lambda/\kappa_1})$ on the left and a multiple of $\cos[(1-x)\sqrt{\lambda/\kappa_2}]$ on the right. Continuity of $e$ and $\kappa e'$ at $x=\frac12$ gives, after division,

$$\sqrt{\kappa_1}\tan\left(\tfrac12\sqrt{\lambda/\kappa_1}\right)+\sqrt{\kappa_2}\tan\left(\tfrac12\sqrt{\lambda/\kappa_2}\right)=0 .$$

The lowest positive root is $\lambda=15.72$. With cells twice as wide on the right, the error of the discrete rate fell by a factor of 3.999 on halving all widths: second order survives the jump.

For the graded line of the opening, $\kappa$ rises tenfold along its length as $\kappa_0 10^{x/L}$, with $\kappa_0$ the value used above. After the same 25 steps the expanded form is wrong by $2.1\times10^4$ atoms, the flux form by at most $1.3\times10^{-6}$. The former equals a shift of the mean stress by 0.013 MPa. It scales as $h^2$, being a sum of $N-1$ terms of order $h^3$, and lies far below the time error. For so smooth a grading the flux form gains an exact count, not a more accurate stress.

If tension speeds diffusion as $D=D_0e^{\Omega\sigma/kT}$, evaluate $K$ from the old stress in each step. The system stays linear. Both (5) and the bound $\|e^{n+1}\|\le\|e^n\|$ survive, because $s$ does not depend on $K$ and the proof used one step at a time. The cathode stress after 25 steps is 140.4 MPa; accurate time integration on the same mesh gives 141.6 MPa. The error ratio on halving the step is 1.998, so freezing the mobility keeps first order.

## Where the guarantees end

If a void opens at the cathode, the wall flux is no longer zero. Equation (5) then becomes a balance, $\sum_ih_i(\sigma_i^{n+1}-\sigma_i^n)=\Delta t(q_{N+1/2}-q_{1/2})$, and the atoms that cross the wall must be booked to the void. If the current varies in time, $s$ moves and $\|e\|$ can jump with it. For mobilities independent of stress, however, the difference of two solutions with the same current still obeys (6), so perturbations do not grow.

## Computed results

```
line length: 100 um; cross-section: 0.020 um^2
temperature: 600 K; diffusivity: 1.0e-15 m^2/s
modulus: 100 GPa; atomic volume: 1.20e-29 m^3
effective charge number (magnitude): 1.0
resistivity: 3.0e-08 ohm m
current density: 1.0e+10 A/m^2
wind force per atom: 4.8065e-17 N
wind stress gradient G: 4.0054 MPa/um
stress diffusivity kappa: 1.4486e-13 m^2/s
diffusion time L^2/kappa: 69032.5 s
end time: 6903.2 s = 1.918 h
cells: 50; cell width: 2.0 um
explicit step limit: 13.820 s
implicit step: 276.13 s; number of steps: 25
implicit step / explicit limit: 19.98
fewest stable explicit steps: 500
cathode stress, implicit: 138.621 MPa
anode stress, implicit: -138.621 MPa
cathode stress, series: 139.766 MPa
steady cathode stress GL/2: 200.272 MPa
atoms in unstressed line: 1.6667e+11
atoms moved across midplane, implicit: 5.0725e+07
atoms moved across midplane, series: 5.1349e+07
atoms moved across midplane, flux integral: 5.1349e+07
largest atom-count error, implicit: 1.7e-07 atoms
atom-sum error in rational arithmetic: 0
explicit peak stress at the implicit step: 2.3e+38 MPa
explicit peak, 0.95 of limit, 600 steps: 143.70 MPa
explicit peak, 1.05 of limit, 600 steps: 3.4e+22 MPa
100 steps, 5.00 x limit: cathode 139.492 MPa, error -0.274 MPa
25 steps, 19.98 x limit: cathode 138.621 MPa, error -1.145 MPa
5 steps, 99.90 x limit: cathode 134.235 MPa, error -5.531 MPa
atom error, 20 steps at 10^4 x limit: 2.8e-06 atoms
smallest propagator entry, backward Euler: 9.3e-08
smallest propagator entry, Crank-Nicolson: -0.564
error ratio on halving time step: 1.996
error ratio on halving cell width: 4.005
two-segment slowest rate (unit length, kappa 1 and 10): 15.71987
two-segment error ratio on halving widths: 3.999
graded line, flux form atom error: 1.3e-06 atoms
graded line, expanded form atom error: 2.103e+04 atoms
stress-dependent D, cathode, 25 steps: 140.351 MPa
stress-dependent D, cathode, stiff integrator: 141.597 MPa
stress-dependent D, error ratio on halving step: 1.998
```
